\section*{Resonant tunnelling current between adjacent quantum wells and its saturation, part 3}

In a chain of quantum wells, doublet $m$ joins the ground state $1_m$ of well $m$ to the excited state $2_m$ of the next well down the field $F$. The steady current density $J$, with $n$ electrons per unit area and period, has been derived without thermal back-scattering. That process, the limits of the model and an example follow.

Electron potential energy falls towards positive $z$, the growth axis, and $e>0$ is the elementary charge. The anticrossing eigenstates $|\pm\rangle$, with energies $E_\pm$, are closest at $F_0$, where they define localized states 1 and 2:
\begin{gather}
\frac{dE_\pm}{dF}=-e\,z_{\pm\pm},\qquad z_{ab}\equiv\langle a|z|b\rangle ,\label{eq:HF}\\
|1\rangle=\frac{|+\rangle+|-\rangle}{\sqrt2},\qquad |2\rangle=\frac{|+\rangle-|-\rangle}{\sqrt2}.\label{eq:loc}
\end{gather}
With $d=z_{22}-z_{11}$, detuning $\hbar\Delta$ and tunnelling element $\hbar\Omega$,
\begin{gather}
\hbar\Delta=H_{11}-H_{22}=-e(F-F_0)(z_{11}-z_{22})=e\,d\,(F-F_0),\label{eq:Delta}\\
H=\frac{\hbar\Delta}{2}\bigl(|1\rangle\langle1|-|2\rangle\langle2|\bigr)+\hbar\Omega\bigl(|1\rangle\langle2|+|2\rangle\langle1|\bigr),\label{eq:H}\\
E_+-E_-=\hbar\sqrt{\Delta^2+4\Omega^2}.\label{eq:gap}
\end{gather}
Relaxation and intrasubband scattering between in-plane wave vectors (real amplitudes $v_1,v_2$) have the jump operators
\begin{gather}
A_m=\tau^{-1/2}\,|1_{m+1}\rangle\langle2_m|,\qquad A_m^\dagger A_m=\tau^{-1}|2_m\rangle\langle 2_m| ,\label{eq:jump}\\
A_{\mathbf k'\mathbf k}=v_1|1\mathbf k'\rangle\langle1\mathbf k|+v_2|2\mathbf k'\rangle\langle2\mathbf k| .\label{eq:intra}
\end{gather}
In the density matrix $\rho$ summed over doublets and wave vectors, $A_m$ moves $\rho_{22}/\tau$ from state 2 to state 1 and, its projector acting on one side of $\rho_{12}$ only, damps $\rho_{12}$ at $1/(2\tau)$. Pure dephasing adds $1/\tau^*$, so $1/\tau_\parallel=1/(2\tau)+1/\tau^*$. Direct scattering across a barrier is neglected. With $\rho_{11}+\rho_{22}=1$,
\begin{gather}
J=e n\,2\Omega\,\mathrm{Im}\,\rho_{12},\label{eq:Jdef}\\
J=e nR\,(\rho_{11}-\rho_{22}),\qquad R\equiv\frac{2\Omega^2\tau_\parallel}{1+\Delta^2\tau_\parallel^2},\label{eq:R}\\
R(\rho_{11}-\rho_{22})=\frac{\rho_{22}}{\tau}.\label{eq:bal}
\end{gather}
Hence $J=en/T<J_{\rm sat}\equiv en/(2\tau)$, $T=2\tau+1/R$ and $\rho_{22}=\tau/T$; $enR$ is the golden-rule value. With $s=4\Omega^2\tau\tau_\parallel$,
\begin{gather}
2R\tau=\frac{s}{1+\Delta^2\tau_\parallel^2},\label{eq:2Rt}\\
1-\frac{J}{J_{\rm sat}}=\frac{1+\Delta^2\tau_\parallel^2}{1+\Delta^2\tau_\parallel^2+s}=\frac{1}{1+2R\tau},\label{eq:def}\\
\frac{J(0)}{J_{\rm sat}}=\frac{s}{1+s},\qquad \frac{d\ln J(0)}{d\ln\Omega}=2\Bigl(1-\frac{s}{1+s}\Bigr)=\frac{2}{1+s},\label{eq:res}\\
J(\Delta)=\frac{J(0)}{1+\Delta^2/w^2},\qquad w=\frac{\sqrt{1+s}}{\tau_\parallel}.\label{eq:lor}
\end{gather}
The steepest negative slope $dJ/d\Delta$ is $-(3\sqrt3/8)J(0)/w$, at $\Delta=w/\sqrt3$. On resonance the transient has the exponents
\begin{equation}
\lambda_\pm=-\frac12\Bigl(\frac1\tau+\frac1{\tau_\parallel}\Bigr)\pm\frac12\sqrt{\Bigl(\frac1{\tau_\parallel}-\frac1\tau\Bigr)^2-16\Omega^2},
\label{eq:modes}
\end{equation}
real (overdamped) for $|1/\tau_\parallel-1/\tau|>4\Omega$. For telegraph noise, a detuning jumping between $\Delta\pm a$ at rate $\gamma$ each way with correlation time $\tau_c=1/(2\gamma)$, the Markov rate $1/\tau^*=a^2\tau_c$ is replaced on resonance by
\begin{equation}
\frac{1}{\tau^*_{\rm eff}}=\frac{a^2}{2\gamma+1/(2\tau)} .
\label{eq:teff}
\end{equation}
Units are meV, ps, nm, kV/cm, cm$^{-2}$ and kA/cm$^2$; $\Delta$, $\Omega$ and rates are angular frequencies in ps$^{-1}$. Earlier tests solved the master equation symbolically and on a ring of three doublets.

\subsection{Back-scattering and the limits of the model}

At finite temperature an electron in the ground subband $1_{m+1}$ can be excited to $2_m$ in the same well. Let this happen at rate $\Gamma_b$ and write $\Gamma=1/\tau$. The jump operator is $\Gamma_b^{1/2}|2_m\rangle\langle1_{m+1}|$. By the argument given after \eqref{eq:jump}, with the roles of the states exchanged, it moves $\Gamma_b\rho_{11}$ from state 1 to state 2 in the summed equations and damps the coherence at $\Gamma_b/2$, so that
\begin{equation}
\frac1{\tau_\parallel}=\frac{\Gamma+\Gamma_b}{2}+\frac1{\tau^*}.
\label{eq:tparb}
\end{equation}
The jump does not cross a barrier, so \eqref{eq:Jdef} and \eqref{eq:R} stand. The balance \eqref{eq:bal} becomes $R(\rho_{11}-\rho_{22})=\Gamma\rho_{22}-\Gamma_b\rho_{11}$, or $(R+\Gamma_b)\rho_{11}=(R+\Gamma)\rho_{22}$. With unit trace, $\rho_{11}=(R+\Gamma)/(2R+\Gamma+\Gamma_b)$ and $\rho_{22}=(R+\Gamma_b)/(2R+\Gamma+\Gamma_b)$, and
\begin{equation}
J=e n\,\frac{R\,(\Gamma-\Gamma_b)}{2R+\Gamma+\Gamma_b}\ \xrightarrow{\ R\gg\Gamma\ }\ \frac{e n(\Gamma-\Gamma_b)}{2}.
\label{eq:back}
\end{equation}
The plateau is lowered by the factor $1-\Gamma_b/\Gamma$. If both subbands have the same mass and are nondegenerate and thermal at the temperature $\Theta$ of the bath, the subband-averaged rates obey detailed balance, $\Gamma_b=\Gamma e^{-E_{21}/k_B\Theta}$, with $E_{21}$ the subband spacing within a well. The symbolic and ring tests cited above include $\Gamma_b$.

The tunnelling rate itself does not obey detailed balance. Let $\Gamma$ and $\Gamma_b$ tend to zero at fixed $\tau^*$. The balance condition then gives $\rho_{11}=\rho_{22}$ for every $\Delta$, whereas a doublet in contact with a bath must relax to $\rho_{22}/\rho_{11}=e^{\hbar\Delta/k_B\Theta}$ at weak coupling. The fault lies in \eqref{eq:intra}, where the scattering amplitudes were taken independent of the energy $\hbar\Delta$ that off-resonant tunnelling must exchange with the in-plane motion or the bath. For $\Delta<0$ and elastic scattering only electrons with in-plane kinetic energy above $\hbar|\Delta|$ can make the transfer, and they are a fraction $e^{-\hbar|\Delta|/k_B\Theta}$ of a thermal gas. The symmetric Lorentzian \eqref{eq:lor} is therefore claimed only for $\hbar|\Delta|$ small compared with $k_B\Theta$. The bound $J<J_{\rm sat}$ has the same limit: for $\Delta>0$ a backward rate smaller than the forward rate lets fast tunnelling put more than half of the electrons in state 2. The use of jump operators in the localized basis likewise treats the two eigenstates of \eqref{eq:H} as equally favoured by the bath, which asks for $2\hbar\Omega$ small compared with $k_B\Theta$. If the subbands are not parallel, $\Delta$ depends on $\mathbf k$ and the sum over wave vectors does not close.

\subsection{Worked example: an effective-mass double well}

The model has a uniform effective mass $m^*=0.07\,m_e$, so that $\hbar^2/2m^*=544.28$~meV\,nm$^2$, two wells of width 12~nm, barriers of height 250~meV, outer barriers 8~nm thick closed by hard walls, and a central barrier of width $b=2$, 4 or 6~nm. The scattering times and the density are chosen as round numbers, $\tau=1$~ps, $\tau^*=0.25$~ps and $n=2\times10^{10}$~cm$^{-2}$. The Schr\"odinger equation is solved by finite differences, $F_0$ is located as the minimum of the gap between the second and third levels, and $d$ and $\hbar\Omega$ follow from diagonalizing $z$ in this doublet. Two tests accompany this step for each barrier: the diagonal elements of $H$ in the localized basis differ by less than $0.01$~meV at $F_0$, as \eqref{eq:HF} and \eqref{eq:loc} require, and halving the grid step changes $\hbar\Omega$ by less than 0.5\% of its value. The third figure of $\hbar\Omega$ is thus the last with a meaning, and further digits below serve only to let the arithmetic be followed.

The quantities common to all barriers are
\begin{align}
\frac1{\tau_\parallel}&=\frac{1}{2\times1}+\frac1{0.25}=4.5\ \text{ps}^{-1},\qquad \tau_\parallel=0.2222\ \text{ps},\nonumber\\
\frac{\hbar}{\tau_\parallel}&=0.65821\times4.5=2.962\ \text{meV},\qquad
J_{\rm sat}=\frac{en}{2\tau}=1.6022\ \text{kA/cm}^2,
\label{eq:ex0}
\end{align}
so that $en=3.2044$~kA\,ps/cm$^2$. The gas is nondegenerate at 300~K, where $k_B\Theta=25.85$~meV. The spin-summed density of states of a subband is $m^*/\pi\hbar^2=1/(2\pi\times544.28)$~meV$^{-1}$nm$^{-2}$, and multiplied by $k_B\Theta$ it gives $7.6\times10^{-3}$~nm$^{-2}=7.6\times10^{11}$~cm$^{-2}$. The occupation at the subband edge is at most about $n$ divided by this number, $0.03$.

For $b=4$~nm the resonance lies at $F_0=44.85$~kV/cm, with $d=14.919$~nm and $\hbar\Omega=1.7971$~meV. State 1 has the weight $0.9975$ in the left half of the structure and state 2 has $0.0048$, so both are well localized. Equation \eqref{eq:gap} at $\hbar\Delta=\pm5$~meV predicts $\sqrt{25+4\times1.7971^2}=6.158$~meV. The exact gaps at the fields given by \eqref{eq:Delta} are $6.160$~meV below resonance and $6.142$~meV above it, which differ from the two-level value by $+0.03\%$ and $-0.26\%$ of it, within the 2\% that the test allows. The transport parameters are
\begin{align}
\Omega&=1.7971/0.65821=2.7302\ \text{ps}^{-1},\qquad \Omega^2=7.454\ \text{ps}^{-2},\nonumber\\
s&=4\times7.454\times1/4.5=6.626,\qquad 1/R=2\tau/s=0.3019\ \text{ps},\nonumber\\
T&=2+0.3019=2.3019\ \text{ps},\qquad \rho_{22}=\tau/T=0.4344,\nonumber\\
J(0)&=3.2044/2.3019=1.392\ \text{kA/cm}^2=0.8689\,J_{\rm sat},
\label{eq:ex4}
\end{align}
where $1/R=2\tau/s$ is \eqref{eq:2Rt} at $\Delta=0$. The golden-rule value $enR=10.62$~kA/cm$^2$ is too large by the factor $1+s=7.626$. The same steps for the three barriers give the following values.

\begin{center}
\begin{tabular}{lccc}
$b$ (nm) & 2 & 4 & 6\\
$F_0$ (kV/cm) & 51.08 & 44.85 & 39.63\\
$d$ (nm) & 12.57 & 14.92 & 17.06\\
$\hbar\Omega$ (meV) & 5.996 & 1.797 & 0.539\\
$s$ & 73.76 & 6.626 & 0.596\\
$T$ (ps) & 2.027 & 2.302 & 5.354\\
$\rho_{22}$ & 0.493 & 0.434 & 0.187\\
$J(0)$ (kA/cm$^2$) & 1.581 & 1.392 & 0.599\\
$J(0)/J_{\rm sat}$ & 0.987 & 0.869 & 0.374\\
$enR$ (kA/cm$^2$) & 118.2 & 10.62 & 0.955\\
$2\hbar w$ (meV) & 51.2 & 16.4 & 7.5\\
$d\ln J/d\ln\Omega$ & 0.027 & 0.262 & 1.253
\end{tabular}
\end{center}

Each reduction of the barrier by 2~nm multiplies $\hbar\Omega$ by nearly the same factor, $1.7971/0.5391=3.33$ and $5.9959/1.7971=3.34$, and multiplies $s$ by about 11. The first step raises the peak current by $1.3921/0.5985=2.33$ and the second by only $1.5807/1.3921=1.14$. The 2~nm barrier is saturated, with a deficit $1/(1+73.76)=1.3\%$ of $J_{\rm sat}$. This deficit belongs to the two-level formula. For so thin a barrier the tail of state 1 in the right well allows direct scattering to the ground state there, at a rate of the order of 1\% of $1/\tau$ by the overlap of the wave functions. This neglected channel raises the saturated current by about as much as the deficit. The 6~nm barrier lies below the crossover $s=1$ but is not yet in the golden-rule limit, since $enR$ exceeds $J(0)$ by 60\% of $J(0)$ and the exponent is $1.25$ where the golden rule has 2. By \eqref{eq:modes}, with $1/\tau_\parallel-1/\tau=3.5$~ps$^{-1}$, the 6~nm case is overdamped ($4\Omega=3.28$~ps$^{-1}$) and the other two have oscillating transients.

The lever arm $d$ is shorter than the period $L=12~\text{nm}+b$, by $1.43$, $1.08$ and $0.94$~nm. If the different surroundings of the two wells are neglected, the ground state $1'$ of the right well is state 1 translated by $L$, so that $z_{1'1'}\simeq z_{11}+L$, $E_{1'}\simeq E_1-eFL$ and $L-d\simeq z_{1'1'}-z_{22}$. The energy relation is borne out by the printed numbers for $b=4$~nm, where $eF_0L=4.485\times16=71.76$~meV and the doublet centre lies $71.77$~meV above the lowest level. The positive $L-d$ found here means that within the right well the ground state sits further down the field than the excited state. For the ground state the direction is fixed, since its second-order Stark shift is negative and \eqref{eq:HF} then gives a displacement towards positive $z$. The size of $L-d$ and its dependence on $b$ are taken from the numerical solution and are not derived here. They belong to the double well. In a periodic chain state 2 also couples to the next well down the field, which shifts its centroid, so neither the size nor the sign of $L-d$ can be carried over to a chain with thin barriers. The same coupling changes $F_0$, $d$ and $\hbar\Omega$. The values in the table are those of the double well, and a chain needs a calculation with more wells. In the double well with $b=4$~nm, using $L$ in place of $d$ in \eqref{eq:Delta} would overestimate the detuning by $16/14.919-1=7\%$ of its value.

Off resonance, for $b=4$~nm and $\hbar\Delta=5$~meV, one has $\Delta\tau_\parallel=5/2.962=1.688$ and $1+\Delta^2\tau_\parallel^2=3.850$. Then $1/R=0.3019\times3.850=1.162$~ps, $T=3.162$~ps and $J=3.2044/3.162=1.013$~kA/cm$^2$. The full width is $2\hbar w=2\times2.962\times\sqrt{7.626}=16.36$~meV, or $16.359/14.919=1.0965$~meV/nm, which is $10.97$~kV/cm in field. The steepest descent lies at $\hbar\Delta=8.18/\sqrt3=4.72$~meV, with slope $-0.6495\times1.3921/8.18=-0.1105$~kA\,cm$^{-2}$meV$^{-1}$. The detunings of 5 and 4.72~meV are about a fifth of $k_B\Theta$ at 300~K, and the half-width of 8.18~meV is about a third. The neglect of detailed balance in $R$ therefore calls for a correction to these off-resonant values, which is not computed here.

The width found for $b=2$~nm shows where the model ends. Its half-width, $25.6$~meV, nearly equals $k_B\Theta$ at 300~K and is about a third of the subband spacing, which is near $eF_0L=5.108\times14=71.5$~meV. In a chain the third subband of the next well lies closer to the doublet than that. At such detunings neither the symmetric rate nor the isolation of the doublet can be relied on, and the two-level gap formula was tested only for $b=4$~nm. The value $51.2$~meV is a property of \eqref{eq:lor} and not a prediction for the structure. The gap $2\hbar\Omega=12$~meV is also nearly half of $k_B\Theta$. The current at $\Delta=0$ rests mainly on the equal sharing of population between the two localized states there and on $\tau$, and by \eqref{eq:res} and \eqref{eq:def} it is insensitive to errors in $R$.

An electron gains $eF_0L\approx72$~meV in each period, so the gas may become hotter than the lattice, which raises $\Gamma_b$. If the electrons stay at 300~K, back-scattering for $b=4$~nm has $\Gamma_b=e^{-71.77/25.85}$~ps$^{-1}=0.0623$~ps$^{-1}$. Equation \eqref{eq:tparb} gives $1/\tau_\parallel=0.5312+4=4.5312$~ps$^{-1}$ and $R=2\times7.454/4.5312=3.290$~ps$^{-1}$, and \eqref{eq:back} gives
\begin{equation}
J(0)=3.2044\times\frac{3.290\times0.9377}{6.580+1.0623}=1.294\ \text{kA/cm}^2,
\label{eq:exb}
\end{equation}
which is 7\% below the value in \eqref{eq:ex4}. The plateau falls from $1.602$ to $1.6022\times0.9377=1.502$~kA/cm$^2$.

Finally, the pure dephasing is replaced by telegraph noise with a correlation time $\tau_c=0.1$~ps and an amplitude chosen to give the same Markov rate, $a^2=1/(\tau^*\tau_c)=40$~ps$^{-2}$, or $\hbar a=4.163$~meV. The numerical steady state of the coupled equations gives $J(0)=1.3998$~kA/cm$^2$. Equation \eqref{eq:teff} accounts for this number: $1/\tau^*_{\rm eff}=40/(10+0.5)=3.810$~ps$^{-1}$, $1/\tau_\parallel=4.310$~ps$^{-1}$, $s=4\times7.454/4.310=6.919$, and $J(0)=1.6022\times6.919/7.919=1.400$~kA/cm$^2$. The increase is 0.55\% of the Markovian value $1.3921$~kA/cm$^2$, although $2\Omega\tau_c=0.55$ is not small. Two derived facts explain this. In this noise model the steady resonant correction involves only $\tau_c/(2\tau)=0.05$ and not $\Omega\tau_c$, which raises $s$ by 4.4\%, and by \eqref{eq:res} a relative change of $s$ reaches the current reduced by the factor $1/(1+s)\approx0.13$.

\section*{Calculated quantities}
\begin{verbatim}
flat band (De=0.5, Om=1 /ps, tau=1 ps): T formula 2.5000 ps
  unitary T, half-band 10 /ps 2.4525 ps, 40 /ps 2.4881 ps
tp=3 tau, rho22(0)=0.05, t=0.2 tau: lowest eigenvalue of rho -0.00230
s=100: J/Jsat 0.9901 at De*tp=0, 0.0999 at De*tp=30
Om=1 /ps, tp=0.1 ps, tau=100 ps (overdamped): J/Jsat 0.9756
  modes (1/ps): -10.000, -9.582, -0.428
m*=0.07 me, well 12.0 nm, V0 250.0 meV, outer barriers 8.0 nm
tau 1.0 ps, ts 0.25 ps, n 2.0e+10 cm^-2, hbar 0.65821 meV ps
hbar^2/2m* 544.28 meV nm^2, tp 0.2222 ps, hbar/tp 2.962 meV
Jsat = e n/(2 tau) 1.6022 kA/cm^2
b=2.0 nm: F0 51.08 kV/cm, d 12.572 nm, hbar*Om 5.9959 meV
  Om 9.1094 /ps, s 73.761, 1/R 0.0271 ps, T 2.0271 ps
  rho22 0.4933, J(0) 1.5807 kA/cm^2, J/Jsat 0.9866
  e n R 118.1782 kA/cm^2, FWHM 51.221 meV, dlnJ/dlnOm 0.0268
b=4.0 nm: F0 44.85 kV/cm, d 14.919 nm, hbar*Om 1.7971 meV
  Om 2.7302 /ps, s 6.626, 1/R 0.3019 ps, T 2.3019 ps
  rho22 0.4344, J(0) 1.3921 kA/cm^2, J/Jsat 0.8689
  e n R 10.6157 kA/cm^2, FWHM 16.359 meV, dlnJ/dlnOm 0.2623
  weight in left half: state 1 0.9975, state 2 0.0048
  hbar*De -5 meV: exact gap 6.160 meV, two-level 6.158 meV
  hbar*De +5 meV: exact gap 6.142 meV, two-level 6.158 meV
  hbar*De 5 meV: De*tp 1.6881, T 3.1620 ps, J 1.0134 kA/cm^2
  FWHM in field 10.965 kV/cm
  steepest slope at hbar*De 4.722 meV: -0.1105 kA/cm^2/meV
  E2-E1' 71.77 meV, kT(300 K) 25.85 meV, Gb 0.0623 /ps
  with Gb: J(0) 1.2936, plateau 1.5024 kA/cm^2
  telegraph noise, corr. time 0.1 ps, hbar*a 4.163 meV:
  J(0) 1.3998 kA/cm^2
b=6.0 nm: F0 39.63 kV/cm, d 17.058 nm, hbar*Om 0.5391 meV
  Om 0.8191 /ps, s 0.596, 1/R 3.3539 ps, T 5.3539 ps
  rho22 0.1868, J(0) 0.5985 kA/cm^2, J/Jsat 0.3736
  e n R 0.9554 kA/cm^2, FWHM 7.485 meV, dlnJ/dlnOm 1.2529
\end{verbatim}
